# Testing Molecular Re-emission with Wall Impacts in a Closed Cylinder

## Symmetry fixes the answer

Molecules bounce inside a closed cylinder of radius $R$ and height $H$. They neither react nor collide with one another. Let $\rho$ be the number of impacts per wall area, divided by its average over the whole wall. This is a pure number, so in a steady state with a given re-emission law it can depend only on the scaled position and on $H/R$. Symmetry can then show that it does not depend on position. If a flight from area element $dA_x$ to $dA_y$ is as probable per unit landing area as the reverse flight, equal impact densities exchange equal numbers of molecules. Every pair of elements is then in balance, and $\rho=1$ is stationary whatever $H/R$ is.

This gives a sharp test of a ballistic penetration code, provided its re-emission law has the required symmetry. The cosine law has it. Directions uniform in solid angle do not have it in a cylinder.

The assumptions are straight flights, point molecules, smooth walls and no loss. Unless stated otherwise, a molecule leaves the wall without memory of its incoming direction. The angle $\theta$ is measured from the inward normal. An impact is one arrival, so the time spent on the wall does not matter.

## The cosine law

The cosine law has probability $\cos\theta/\pi$ per solid angle. It is normalised, because

$$\int\frac{\cos\theta}{\pi}\,d\Omega=2\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1 .$$

Let $d$ be the distance from $x$ to $y$. The element $dA_y$ shows the projected area $\cos\theta_y\,dA_y$ to the source and so fills the solid angle $d\Omega_x=\cos\theta_y\,dA_y/d^2$. The landing probability per area at $y$ is

$$K_c(x\to y)=\frac{\cos\theta_x\cos\theta_y}{\pi d^2}=K_c(y\to x).$$

The cylinder is convex, so each inward direction reaches one landing point with no obstruction, and $\int K_c(x\to y)\,dA_y=1$. A stationary density satisfies

$$\rho(y)=\int \rho(x)K_c(x\to y)\,dA_x .$$

For $\rho=1$ the right side is $\int K_c(y\to x)\,dA_x=1$, by symmetry and then normalisation.

This solution is unique among square-integrable densities. For any stationary $\rho$, expanding the square gives

$$\iint K_c[\rho(x)-\rho(y)]^2dA_xdA_y=2\int\rho^2dA-2\int\rho^2dA=0 .$$

The first term uses normalisation and the second uses stationarity. Hence $\rho(x)=\rho(y)$ wherever $K_c>0$. Two points on the same end cannot exchange molecules directly, but both exchange them with the side wall. All parts are therefore linked, and $\rho$ is constant. A persistent alternation, with eigenvalue $-1$, would require $\rho(x)=-\rho(y)$ for every linked pair. Three mutually visible points make that impossible unless $\rho=0$.

Uniformity does not prove that re-emission is fully diffuse. Under uniform cosine emission, the flux from $dA_x$ to $dA_y$ is proportional to

$$\cos\theta_x\,d\Omega_x\,dA_x=\frac{\cos\theta_x\cos\theta_y}{d^2}dA_xdA_y=\cos\theta_y\,d\Omega_y\,dA_y .$$

Molecules therefore also arrive with a cosine distribution. A mirror reflection preserves $\theta$ and solid angle, so they leave with one too. Any mixture of specular and cosine reflection therefore keeps the uniform state stationary, provided the specular share does not depend on the incoming direction.

## Directions uniform in solid angle

The hemisphere has solid angle $2\pi$, so the other law has density $1/(2\pi)$ and kernel

$$K_i(x\to y)=\frac{\cos\theta_y}{2\pi d^2}.$$

It contains the landing cosine but not the emission cosine. Starting from uniform impacts, one flight produces the density

$$S(y)=\int\frac{\cos\theta_y}{2\pi d^2}\,dA_x .$$

Uniform impacts are stationary if and only if $S=1$ over the wall. Take $y$ at the centre of the floor. A side-wall ring at height $z$ has area $2\pi R\,dz$, with $d^2=R^2+z^2$ and $\cos\theta_y=z/d$. A ring of radius $s$ on the top has area $2\pi s\,ds$, with $d^2=H^2+s^2$ and $\cos\theta_y=H/d$. Thus

$$\begin{aligned}
S_0&=\int_0^H\frac{Rz\,dz}{(R^2+z^2)^{3/2}}+\int_0^R\frac{Hs\,ds}{(H^2+s^2)^{3/2}}\\
&=\left(1-\frac{R}{\sqrt{R^2+H^2}}\right)+\left(1-\frac{H}{\sqrt{R^2+H^2}}\right)
=2-\frac{R+H}{\sqrt{R^2+H^2}} .
\end{aligned}$$

Since $(R+H)^2=R^2+H^2+2RH$, the last fraction exceeds 1 and $S_0<1$ for every finite positive $H/R$. By continuity $S<1$ on a patch around the centre, so the uniform state is not stationary. The number of molecules is conserved, so $S>1$ somewhere else. For $H=2R$, $S_0=2-3/\sqrt5=0.6584$. This one-flight deficit vanishes for both very flat and very long cylinders. It does not measure the stationary density, which further flights continue to change and which need not approach 1 at the centre in these limits.

The fault lies in the exchange between side and ends. Two side-wall points separated by azimuth $\Delta\phi$ have the same cosine, $R(1-\cos\Delta\phi)/d$, at both ends of their chord. Two points on opposite ends both have $H/d$. Within these groups $K_i$ is symmetric. A floor point at radius $s$ and a wall point at height $z$ have cosines $z/d$ and $(R-s\cos\phi)/d$, where $\phi$ is their azimuth difference, and these generally differ.

In a sphere centred at the origin, both cosines are $(R^2-\mathbf x\cdot\mathbf y)/(Rd)$. There $K_i$ is symmetric and the wrong law also gives uniform impacts. The stationary impact density in a sphere therefore cannot separate the two laws.

## The singular rim

Near a rim, at distances much smaller than $R$ and $H$, the two faces look like perpendicular planes. Resolve an isotropic direction into its component $\mu$ along the edge and an azimuth $\varphi$ about the edge. Since $d\Omega=d\mu\,d\varphi$, the azimuth is uniform on $(0,\pi)$. A molecule starting a distance $s$ from the edge on one face lands a distance $t$ from it on the other, with $\tan\varphi=t/s$. The probability per unit $t$ is

$$\frac1\pi\frac{d\varphi}{dt}=\frac{s}{\pi(s^2+t^2)} .$$

A finite positive density at the edge would contradict itself, because $\int s\,ds/(s^2+t^2)$ grows as $\ln(1/t)$ when $t\to0$. Try instead $\rho=C_1s^{-a}$ on one face and $C_2t^{-a}$ on the other. With $s=tv$, the leading balance is

$$C_2t^{-a}=C_1t^{-a}M,\qquad M=\frac1\pi\int_0^\infty\frac{v^{1-a}}{1+v^2}dv .$$

The substitution $w=v^2$ turns the integral into a beta function:

$$M=\frac1{2\pi}\int_0^\infty\frac{w^{-a/2}}{1+w}dw
=\frac{\Gamma(1-a/2)\Gamma(a/2)}{2\pi}=\frac1{2\sin(\pi a/2)},\quad 0<a<2 .$$

Flights in the other direction give $C_1=MC_2$. Hence $M^2=1$, and positivity gives $M=1$ and $C_1=C_2$. The condition $\sin(\pi a/2)=1/2$ has roots $a=1/3$ and $a=5/3$. A finite number of impacts near the rim requires $a<1$, which leaves

$$\rho\sim C s^{-1/3}.$$

A histogram hides this divergence. The average of $s^{-1/3}$ over a strip of width $w$ is $\tfrac32w^{-1/3}$, which is finite but changes with bin width.

## Ray-tracing algorithm

A cosine-distributed direction is obtained by adding a random unit vector $\mathbf e$ to the normal $\mathbf n$ and normalising the sum. To see this, note that $\mathbf n+\mathbf e$ is uniform on a unit sphere touching the wall at the emission point. A ray at angle $\theta$ meets this sphere at distance $\ell=2\cos\theta$ and makes the angle $\theta$ with the sphere's normal. The sphere area per solid angle is therefore $\ell^2/\cos\theta=4\cos\theta$. Division by the sphere area $4\pi$ gives $\cos\theta/\pi$. For the isotropic law, $\mathbf e$ itself is used, reversed if it points into the wall.

From position $\mathbf x$ with unit direction $\mathbf u$, the side wall is reached when $|\mathbf x_\perp+\ell\mathbf u_\perp|^2=R^2$, where $\perp$ marks components normal to the axis. With $a_q=u_\perp^2$, $b=\mathbf x_\perp\cdot\mathbf u_\perp$ and $c_q=x_\perp^2-R^2$,

$$\ell_{\rm side}=\frac{-b+\sqrt{b^2-a_qc_q}}{a_q}.$$

The distance to an end is $(H-z)/u_z$ for $u_z>0$ and $-z/u_z$ for $u_z<0$. The code takes the shorter of the side and end distances, then places the molecule back on the surface to stop rounding errors from accumulating. One cycle is:

1. Draw a direction from the chosen law.
2. Find the nearest intersection and move there.
3. Update the normal, and repeat until burn-in is over.
4. Count one impact per molecule in bins of equal area.

Successive impacts of one molecule are correlated. Taking one late impact from each molecule keeps the samples independent.

## Solution without ray tracing

A separate calculation divides the wall into narrow rings and finds the transition probabilities between them. For emission from the side wall, let $\alpha$ be the azimuth from the inward normal and $u$ the axial direction cosine. Then $d\Omega=d\alpha\,du$ and $\cos\theta=\sqrt{1-u^2}\cos\alpha$. Both laws factorise. The azimuth weights are $\cos\alpha/2$ and $1/\pi$, and the cumulative distributions of $u$ are

$$G_c=\frac12+\frac{u\sqrt{1-u^2}+\arcsin u}{\pi},\qquad G_i=\frac{1+u}{2}.$$

The flight's projection on the cross-section has length $c=2R\cos\alpha$. An axial advance $h$ corresponds to $u=h/\sqrt{h^2+c^2}$. Averaging $G$ at this $u$ over $\alpha$ gives the probability of advancing by less than $h$.

Landings on an end are found in the same way. From the side wall at distance $h$ from that end, a flight lands within radius $r'$ if its projected length lies between

$$s_\pm=R\cos\alpha\pm\sqrt{r'^2-R^2\sin^2\alpha}.$$

The probability at that azimuth is $G(h/\sqrt{h^2+s_-^2})-G(h/\sqrt{h^2+s_+^2})$, or zero if the root is imaginary. For emission from an end at radius $r$, the azimuth $\phi$ is uniform and the cumulative distributions of $|u|$ are $u^2$ for the cosine law and $|u|$ for the isotropic law. The projected distance to the side is $-r\cos\phi+\sqrt{R^2-r^2\sin^2\phi}$. Replacing $R$ by $r'$ and allowing both signs of the root gives the interval for the opposite end, with negative distances set to zero.

Differences between ring edges form a matrix $P$. Its stationary vector satisfies $\pi_j=\sum_i\pi_iP_{ij}$. Apart from errors of numerical integration, the discretisation error comes from treating the density as constant within each source ring, so the rings are refined towards the rims.

## Errors of the test

The initial bias decays asymptotically as $|\lambda_2|^n$ after $n$ flights, where $\lambda_2$ is the eigenvalue of $P$ with the second largest modulus. A reduction factor $10^{-3}$ needs $n=\ln1000/(-\ln|\lambda_2|)$ flights, apart from the initial amplitude.

The count in a bin of probability $p_0$ is binomial, with variance $Np_0(1-p_0)$. For twelve equal bins, its standard error relative to the expected count is

$$\frac{\sqrt{Np_0(1-p_0)}}{Np_0}=\sqrt{\frac{11}{N}} .$$

All bins are judged together by $\chi^2=\sum_j(n_j-Np_0)^2/(Np_0)$. If the true probabilities are $p_j$, then $\langle(n_j-Np_0)^2\rangle=Np_j(1-p_j)+N^2(p_j-p_0)^2$. Define $\varphi^2=\sum_j(p_j-p_0)^2/p_0$, so that $\sum_jp_j^2=(1+\varphi^2)/12$. It follows that

$$\langle\chi^2\rangle=12\left(1-\sum_jp_j^2\right)+N\varphi^2=11-\varphi^2+N\varphi^2 .$$

For a correct code and large $N$, $\chi^2$ has mean 11 and standard deviation $\sqrt{22}$. A law that makes the bin probabilities unequal adds an excess that grows in proportion to $N$ for large $N$.

## A cavity 100 nm wide and 100 nm deep

Here $R=50$ nm and $H=100$ nm. All 120,000 molecules start at the floor centre, and the 25th impact of each is counted. The second eigenvalues are 0.4574 for the cosine law and 0.5761 for the isotropic law. For the cosine law, $6.908/0.782=8.8$ flights reduce the slowest bias by $10^{-3}$, so the burn-in is ample.

The relative standard error of a uniform bin is $\sqrt{11/120000}=0.0096$. The cosine histogram gives $\chi^2=9.2$. A correct code would exceed the chosen limit, 43.2, with probability $10^{-5}$. The lowest bin, 0.982, lies 1.9 standard errors below 1, which is unremarkable among twelve. The ring solution departs from 1 by at most $1.9\times10^{-6}$.

For the isotropic law, $\chi^2$ against uniformity is 8030. Its ring solution gives 0.695 on the inner half of each end's area, 1.257 on the outer half, and 1.427 on the 12.5 nm of side wall next to each end. The next three wall bins have 0.941, 0.856 and 0.826. Since each value occurs twice,

$$\varphi^2=\frac{0.305^2+0.257^2+0.427^2+0.059^2+0.144^2+0.174^2}{6}=0.066 .$$

The expected $\chi^2$ is thus about $120000\times0.06603+11=7935$, within about 1% of the traced value. Against the ring probabilities, the same histogram gives $\chi^2=10.6$. The large deviation is therefore a property of the emission law and not a tracing error. A mean excess of five standard deviations is reached at $5\sqrt{22}/0.06603=355$ independent impacts. The mean $\chi^2$ is then about 34, still below the limit 43.2, and only about one run in five would exceed that limit. About 1000 impacts are needed to catch the wrong law in some 99% of runs.

The bins should reach the rims. Between 25 and 75 nm height, the isotropic wall bins differ by only $0.8555/0.8255-1=3.6\%$. A test confined to this region and normalised to its own mean would miss most of the error.

Near the rim, a fit to the summed ring densities of the two faces, between $10^{-4}R$ and $3\times10^{-3}R$, gives the exponent 0.3332, against the predicted 1/3. These distances are below molecular size, so the fit tests the mathematics of point molecules. At 1 nm from the rim the model densities are about 2.1 on the side and 2.0 on the end.

Two tests show what uniformity cannot detect. With half the reflections specular and the 45th impact counted, the same cavity gives $\chi^2=11.4$. With isotropic emission in a sphere, 15 flights from one pole and twelve equal-area zones, $\chi^2=12.5$. Both pass, so the angular law needs its own test. The mean of $\cos\theta$ should be $2\int_0^1q^2dq=2/3$ for the cosine law and $\int_0^1q\,dq=1/2$ for the isotropic law. The samples give 0.6656 and 0.5007. This separates the two memoryless laws. It does not reveal a specular share in the uniform state, where the outgoing distribution is still the cosine one. For that, one can examine the outgoing directions at a fixed incoming direction, or use a non-uniform problem: with half the reflections specular, the transmission of the open long hole treated below rises from about 0.11 to about 0.24, although the uniformity test is passed.

Flight lengths provide another check. For a fixed direction, $\int\cos\theta\,\ell\,dA$ over the emitting wall is the volume $V$, since it adds up parallel tubes filling the cavity. Averaging over the wall area $A$ with weight $\cos\theta/\pi$ gives

$$\bar\ell=\frac1{\pi A}\int_{4\pi}V\,d\Omega=\frac{4V}{A}=\frac{2RH}{R+H}=\frac{2(50)(100)}{150}=66.67\ \text{nm}.$$

The traced mean is 66.64 nm.

## What the wrong law does to penetration

Now consider a hole 100 nm wide and 1000 nm long, open at both ends. Molecules enter uniformly over one mouth with a cosine distribution. This entry condition is held fixed while the wall law changes. Let $v_i$ be the probability that a molecule landing on wall ring $i$ survives and later reaches the far end, and let $b_i$ be its probability of flying there directly. With sticking probability $\beta$ per wall impact,

$$v_i=(1-\beta)\left(b_i+\sum_jP_{ij}v_j\right).$$

The transmission is the probability of crossing directly from the entrance to the far end, plus the sum of $v_i$ weighted by the probability that an entering molecule first hits ring $i$.

Without sticking, it is about 0.11 for cosine re-emission and 0.13 for isotropic re-emission. Before rounding, the wrong law overestimates penetration by about 20%. Tracing 40,000 molecules gives 0.109 and 0.131, with standard errors near 0.002.

The long flights make the sign of this error plausible. For an advance $h\gg R$ in one axial direction, $1-u\approx c^2/(2h^2)$. Expanding $1-G$ gives $2c^3/(3\pi h^3)$ for the cosine law and $c^2/(4h^2)$ for the isotropic law. The azimuth averages are $\langle c^3\rangle=3\pi R^3/2$ and $\langle c^2\rangle=2R^2$, so the probabilities of a longer advance are

$$\Pr_c(>h)\simeq\frac{R^3}{h^3},\qquad \Pr_i(>h)\simeq\frac{R^2}{2h^2}.$$

Isotropic emission thus produces more very long flights. The size of the error depends on the length of the hole: for a hole no longer than its diameter the two transmissions differ by about 1% or less, so the 20% belongs to this aspect ratio.

If this hole is closed for the uniformity test, the cosine eigenvalue rises to about 0.974 and the $10^{-3}$ burn-in to about 260 flights. Counting too early could make a correct code fail. A short cavity is the more economical test.

These dimensions are roughly those of features coated by atomic layer deposition. For rough typical values of 500 K, 1 Torr and a molecular diameter of 0.6 nm, the mean free path is about 32 µm. The short cavity then has about 0.002 gas collisions per flight, and the molecule's diameter is 0.6% of the cavity's. Deposition necessarily breaks the assumption that molecules do not react. A chosen constant sticking probability of 0.01 lowers the long-hole transmission from about 0.11 to 0.06, a reduction of a little over 40%. Real sticking depends on the precursor and on surface coverage, so this figure shows sensitivity and does not predict a particular process. The closed-cavity test checks the ray tracing and whether re-emission keeps uniform impacts stationary. The full angular law, including any specular share, and the surface chemistry must be tested separately. The full set of values is in the numerical output.

## Computed results

```
cavity diameter 100 nm, depth 100 nm; long hole 1000 nm
molecules traced 120000, flights before counting 24
mean emission cosine: cosine law 0.6656, isotropic 0.5007
impacts per area / uniform value, 12 equal areas (floor, wall upward, top)
bin  place         cosine traced  isotropic traced  isotropic matrix
 1  floor inner      0.9994  0.6978  0.6948
 2  floor outer      0.9822  1.2604  1.2566
 3  wall 0.0-12.5    0.9928  1.4166  1.4270
 4  wall 12.5-25.0   1.0040  0.9450  0.9406
 5  wall 25.0-37.5   1.0161  0.8430  0.8555
 6  wall 37.5-50.0   1.0032  0.8241  0.8255
 7  wall 50.0-62.5   1.0053  0.8159  0.8255
 8  wall 62.5-75.0   0.9865  0.8409  0.8555
 9  wall 75.0-87.5   1.0056  0.9500  0.9406
10  wall 87.5-100.0  0.9991  1.4416  1.4270
11  top outer        1.0006  1.2602  1.2566
12  top inner        1.0052  0.7045  0.6948
(wall heights in nm; inner/outer boundary at radius 35.36 nm)
standard error of a traced uniform bin: 0.0096
chi-square limit (11 degrees of freedom, chance 1e-5): 43.2
chi-square against uniform: cosine 9.2, half specular 11.4, isotropic 8030.4
chi-square isotropic traced against matrix: 10.6
chi-square isotropic law in a sphere against uniform: 12.5
phi squared of isotropic law: 0.06603; impacts for 5-sigma excess: 355
largest departure from 1, cosine matrix: 1.9e-06
isotropic exchange asymmetry: wall-wall 3.6e-05, end-end 4.8e-15, wall-end 0.898
cosine exchange asymmetry, wall-end: 1.2e-09
end centre after one isotropic flight: formula 0.6584, matrix ring 0.6601
rim exponent: fitted 0.3332, predicted 0.3333
isotropic density 1 nm from rim: wall 2.104, end 2.005
second eigenvalue: cosine 0.4574, isotropic 0.5761, cosine long hole 0.9738
flights for decay to 0.001: cavity 8.8, closed long hole 260
mean flight: traced 66.64 nm, 4V/A 66.67 nm
long closed hole, isotropic, middle half of wall: max/min density 1.0473
probability to reach far end of open long hole (matrix, traced):
  cosine     0.1097  0.1089
  isotropic  0.1318  0.1310
  sticking   0.0615  0.0614
isotropic/cosine ratio of these probabilities: 1.201
sticking probability in the third case: 0.01
gas: 500 K, 1 Torr, molecular diameter 0.6 nm
mean free path 32373 nm; gas collisions per flight 0.00206
molecular diameter / cavity diameter: 0.0060
```
